# Two-segment fits of ALD thickness data and the breakpoint profile: verification in Python

```python
# Result under test: the continuous two-segment model of film thickness
#   t(n) = a + g1*min(n, b) + g2*max(n - b, 0)
# is fitted globally by comparing intersections of separate lines with
# breakpoints at the readings. The profile S(b) gives the correlations.
# n: cycle number; a: starting thickness (nm); g1, g2: initial and steady
# growth per cycle (nm/cycle); b: breakpoint (cycles); S: residual sum of
# squares (nm^2). Errors of the readings are independent unless stated.
import numpy as np
from scipy.optimize import brentq
from scipy.stats import t as student

rng = np.random.default_rng(12345)


def thickness(n, a, g1, g2, b):
    return a + g1 * np.minimum(n, b) + g2 * np.maximum(n - b, 0)


def fixed_break_fit(n, Y, b):
    """Least squares at fixed b for every row of Y: a, g1, g2, S."""
    X = np.column_stack([np.ones(len(n)), n, np.maximum(n - b, 0)])
    C = Y @ np.linalg.pinv(X).T
    S = ((Y - C @ X.T) ** 2).sum(axis=1)
    return C[:, 0], C[:, 1], C[:, 1] + C[:, 2], S


def line_fit(n, Y):
    """Separate straight line for every row: intercept, slope, S."""
    m = n.mean()
    x = n - m
    ym = Y.mean(axis=1)
    g = Y @ x / (x @ x)
    S = ((Y - ym[:, None] - g[:, None] * x) ** 2).sum(axis=1)
    return ym - g * m, g, S


def two_segment_fit(n, Y):
    """Global fit for every row of Y: b, g1, g2, S, flag for b at a reading."""
    M, N = Y.shape
    best = np.full((5, M), np.inf)

    def keep(b, g1, g2, S, at_reading):
        better = S < best[3]
        new = np.array([b, g1, g2, S, np.full(M, at_reading)])
        best[:, better] = new[:, better]

    for k in range(2, N - 1):
        cL, gL, SL = line_fit(n[:k], Y[:, :k])
        cR, gR, SR = line_fit(n[k:], Y[:, k:])
        with np.errstate(divide="ignore", invalid="ignore"):
            b = (cL - cR) / (gR - gL)
        inside = (b > n[k - 1]) & (b < n[k])
        keep(b, gL, gR, np.where(inside, SL + SR, np.inf), 0.0)
    for j in range(1, N - 1):
        _, g1, g2, S = fixed_break_fit(n, Y, n[j])
        keep(np.full(M, n[j]), g1, g2, S, 1.0)
    return best


def geometry(n, b):
    """Means and sums of squares of both sides, h, corr(b,g1), corr(b,g2)
    for g2 > g1."""
    L, R = n[n <= b], n[n > b]
    mL, mR = L.mean(), R.mean()
    QL, QR = ((L - mL) ** 2).sum(), ((R - mR) ** 2).sum()
    h = 1 / len(L) + 1 / len(R) + (b - mL) ** 2 / QL + (b - mR) ** 2 / QR
    r1, r2 = (b - mL) / np.sqrt(QL * h), (mR - b) / np.sqrt(QR * h)
    return mL, mR, QL, QR, h, r1, r2


def corr_at_fixed_break(r1, r2):
    return -r1 * r2 / np.sqrt((1 - r1 ** 2) * (1 - r2 ** 2))


# ---- synthetic data set -------------------------------------------------
a0, g10, g20, b0, sigma = 1.0, 0.04, 0.10, 45.0, 0.03
n = np.arange(0.0, 121.0, 6.0)
N = len(n)
truth = thickness(n, a0, g10, g20, b0)
y = np.round(truth + sigma * rng.standard_normal(N), 3)
Y = y[None, :]
print(f"True a {a0} nm, g1 {g10}, g2 {g20} nm/cycle, b {b0} cycles")
print(f"Reading error {sigma} nm, {N} readings, every {n[1]:.0f} cycles")
for i in range(0, N, 7):
    print(f"y (nm) from n={n[i]:.0f}:", " ".join(f"{v:.3f}" for v in y[i:i+7]))

# ---- one straight line through everything -------------------------------
fine = np.linspace(0, 120, 12001)
slope_one = np.polyfit(fine, thickness(fine, a0, g10, g20, b0), 1)[0]
u = b0 / 120
slope_formula = g20 - (g20 - g10) * (3 * u ** 2 - 2 * u ** 3)
assert abs(slope_one - slope_formula) < 1e-5
print(f"One-line slope, dense noise-free: {slope_one:.5f} nm/cycle")
print(f"One-line slope, this data set: {line_fit(n, Y)[1][0]:.5f} nm/cycle")

# ---- global fit against a brute-force scan ------------------------------
b, g1, g2, Smin, at_reading = two_segment_fit(n, Y)[:, 0]
noisy = truth + 0.3 * rng.standard_normal((200, N))
trial = np.vstack([Y, noisy])
scan_b = np.linspace(n[1], n[-2], 2161)
scan = np.array([fixed_break_fit(n, trial, x)[3] for x in scan_b])
fit_trial = two_segment_fit(n, trial)
excess = scan.min(axis=0) - fit_trial[3]
assert excess.min() > -1e-9 and excess.max() < 1e-3
assert abs(scan_b[scan[:, 0].argmin()] - b) < 0.051
n_at_reading = int(fit_trial[4, 1:].sum())
assert 0 < n_at_reading < 200
print(f"Noisy sets (error 0.3 nm) with b at a reading: {n_at_reading} of 200")

# ---- profile formula inside several gaps --------------------------------
for x in (33.0, 43.0, 47.0, 57.0):
    k = int(np.searchsorted(n, x))
    cL, gL, SL = (v[0] for v in line_fit(n[:k], Y[:, :k]))
    cR, gR, SR = (v[0] for v in line_fit(n[k:], Y[:, k:]))
    mL, mR, QL, QR, h, _, _ = geometry(n, x)
    d = cL + gL * x - cR - gR * x
    _, p1, p2, S = (v[0] for v in fixed_break_fit(n, Y, x))
    assert abs(S - (SL + SR + d ** 2 / h)) < 1e-9
    assert abs(p1 - (gL - (x - mL) * d / (QL * h))) < 1e-9
    assert abs(p2 - (gR + (x - mR) * d / (QR * h))) < 1e-9

# ---- covariance from the numerical Jacobian and from the profile --------
assert at_reading == 0 and 42 < b < 48
mL, mR, QL, QR, h, r1, r2 = geometry(n, b)
k = int(np.searchsorted(n, b))
cL, cR = line_fit(n[:k], Y[:, :k])[0][0], line_fit(n[k:], Y[:, k:])[0][0]
s = np.sqrt(Smin / (N - 4))
delta = g2 - g1
p = np.array([cL, g1, g2, b])
J = np.empty((N, 4))
for j in range(4):
    e = np.zeros(4)
    e[j] = 1e-3
    J[:, j] = (thickness(n, *(p + e)) - thickness(n, *(p - e))) / 2e-3
cov = s ** 2 * np.linalg.inv(J.T @ J)
cov_fixed = s ** 2 * np.linalg.inv(J[:, :3].T @ J[:, :3])
sd = np.sqrt(np.diag(cov))
sd_fixed = np.sqrt(np.diag(cov_fixed))
corr = cov / np.outer(sd, sd)
c_fixed = cov_fixed[1, 2] / (sd_fixed[1] * sd_fixed[2])
assert abs(corr[1, 2]) < 1e-6
assert abs(corr[1, 3] - r1) < 1e-6 and abs(corr[2, 3] - r2) < 1e-6
assert abs(c_fixed - corr_at_fixed_break(r1, r2)) < 1e-6
assert abs(sd[3] / (s * np.sqrt(h) / delta) - 1) < 1e-6
step = 0.05
up = [v[0] for v in fixed_break_fit(n, Y, b + step)]
down = [v[0] for v in fixed_break_fit(n, Y, b - step)]
path = np.array([(up[j] - down[j]) / (2 * step) for j in (1, 2)])
curvature = (up[3] + down[3] - 2 * Smin) / step ** 2
var_b = 2 * s ** 2 / curvature
assert abs(var_b / cov[3, 3] - 1) < 2e-3
assert np.allclose(path, cov[1:3, 3] / cov[3, 3], rtol=2e-3)
rebuilt = cov_fixed[1:3, 1:3] + var_b * np.outer(path, path)
assert np.allclose(rebuilt, cov[1:3, 1:3], atol=5e-3 * cov[1, 1])

print(f"Left line: {cL:.4f} nm + {g1:.5f} nm/cycle * n, {k} readings")
print(f"Right line: {cR:.4f} nm + {g2:.5f} nm/cycle * n, {N-k} readings")
print(f"Mean cycle left {mL:.1f}, right {mR:.1f} cycles")
print(f"Sum of squares left {QL:.0f}, right {QR:.0f} cycles^2")
print(f"Breakpoint b: {b:.3f} cycles; h at b: {h:.4f}")
print(f"S_min {Smin:.6f} nm^2; residual s {s:.4f} nm")
print(f"Std errors, b free: g1 {sd[1]:.6f}, g2 {sd[2]:.6f} nm/cycle")
print(f"Std errors, b fixed: g1 {sd_fixed[1]:.6f}, "
      f"g2 {sd_fixed[2]:.6f} nm/cycle")
print(f"Std error of b: {sd[3]:.3f} cycles")
print(f"Profile curvature S'': {curvature:.6f} nm^2/cycle^2")
print(f"Path slopes: dg1/db {path[0]:.6f}, dg2/db {path[1]:.6f} nm/cycle^2")
print(f"Correlation b,g1: {corr[1, 3]:.3f}; b,g2: {corr[2, 3]:.3f}")
print(f"Correlation g1,g2: b free {abs(corr[1, 2]):.3f}, b fixed {c_fixed:.3f}")
print("Profile: b (cycles), S (nm^2), g1, g2 (nm/cycle)")
for x in (43.0, 44.0, 45.0, 46.0, 47.0):
    _, p1, p2, S = (v[0] for v in fixed_break_fit(n, Y, x))
    print(f"  {x:.0f}  {S:.6f}  {p1:.5f}  {p2:.5f}")

# ---- interval for the breakpoint ----------------------------------------
tq = student.ppf(0.975, N - 4)
limit = (tq * s) ** 2


def above(x):
    return fixed_break_fit(n, Y, x)[3][0] - Smin - limit


low, high = brentq(above, 42.0, b), brentq(above, b, 48.0)
h1 = 2 * ((b - mL) / QL + (b - mR) / QR)
h2 = 1 / QL + 1 / QR
roots = np.sort(np.roots([delta**2 - limit*h2, -limit*h1, -limit*h]).real)
assert np.allclose(b + roots, [low, high], atol=1e-5)
print(f"Student factor {tq:.3f}; allowed rise of S {limit:.6f} nm^2")
print(f"95% profile interval of b: {low:.3f} to {high:.3f} cycles")
print(f"95% half-width of g2: {tq * sd[2]:.5f} nm/cycle")


# ---- repeated synthetic experiments -------------------------------------
def experiment(cycles, noise, repeats):
    clean = thickness(cycles, a0, g10, g20, b0)
    sets = clean + noise * rng.standard_normal((repeats, len(cycles)))
    fit = two_segment_fit(cycles, sets)
    _, f1, f2, S0 = fixed_break_fit(cycles, sets, b0)
    dof = len(cycles) - 4
    cut = student.ppf(0.975, dof) ** 2 * fit[3] / dof
    covered = np.mean(S0 - fit[3] <= cut)
    return fit, np.corrcoef(fit[:3]), np.corrcoef(f1, f2)[0, 1], covered


dense = np.arange(0.0, 121.0)
cases = (("6-cycle", n, sigma, 20000, 0.03, 0.01),
         ("1-cycle", dense, 0.10, 4000, 0.10, 0.03))
for name, cycles, noise, repeats, tol, tol_cover in cases:
    # Tolerances: sampling error, and for dense readings also the finite
    # number of readings that change sides when b moves.
    fit, c, cf, covered = experiment(cycles, noise, repeats)
    _, _, _, _, hh, q1, q2 = geometry(cycles, b0)
    sd_b = noise * np.sqrt(hh) / (g20 - g10)
    assert abs(c[1, 2]) < tol
    assert abs(c[0, 1] - q1) < tol and abs(c[0, 2] - q2) < tol
    assert abs(cf - corr_at_fixed_break(q1, q2)) < tol
    assert abs(covered - 0.95) < tol_cover
    if name == "6-cycle":
        assert abs(fit[0].std() / sd_b - 1) < 0.03
    print(f"{name} readings, error {noise} nm, {repeats} repeats:")
    print(f"  sd of b {fit[0].std():.3f}, predicted {sd_b:.3f} cycles")
    print(f"  corr b,g1 {c[0, 1]:.3f} (predicted {q1:.3f})")
    print(f"  corr b,g2 {c[0, 2]:.3f} (predicted {q2:.3f})")
    print(f"  corr g1,g2: b free {c[1, 2]:.3f}, b fixed {cf:.3f}")
    print(f"  coverage of 95% interval: {100 * covered:.1f} %")

# ---- smooth transient: rate relaxes exponentially from g10 to g20 -------
tau = 20.0
smooth = a0 + g20 * n - (g20 - g10) * tau * (1 - np.exp(-n / tau))
bs, s1, s2, _, _ = two_segment_fit(n, smooth[None, :])[:, 0]
one = line_fit(n, smooth[None, :])[1][0]
late = line_fit(n[n >= 60], smooth[None, n >= 60])[1][0]
assert s1 > g10 and one < s2 < late < g20
print(f"Smooth transient, decay {tau:.0f} cycles, noise-free:")
print(f"  b {bs:.2f} cycles, g1 {s1:.5f}, g2 {s2:.5f} nm/cycle")
print(f"  one line {one:.5f}, line from n=60 {late:.5f} nm/cycle")

# ---- errors that accumulate from reading to reading ---------------------
walk = np.cumsum(sigma * rng.standard_normal((5000, N)), axis=1)
fw = two_segment_fit(n, truth + walk)
usual = fw[0] < 60
QRw = np.array([geometry(n, x)[3] for x in fw[0, usual]])
quoted = np.median(np.sqrt(fw[3, usual] / (N - 4) / QRw))
actual = fw[2, usual].std()
assert usual.mean() > 0.9 and actual > 2 * quoted
print(f"Accumulated errors, {sigma} nm per step, fits with b < 60:")
print(f"  sd of g2 {actual:.5f}, median quoted {quoted:.5f} nm/cycle")
print("tests ok")
```

Running it gives:

```
True a 1.0 nm, g1 0.04, g2 0.1 nm/cycle, b 45.0 cycles
Reading error 0.03 nm, 21 readings, every 6 cycles
y (nm) from n=0: 0.957 1.278 1.454 1.712 1.958 2.178 2.399
y (nm) from n=42: 2.699 3.111 3.641 4.370 4.929 5.477 6.127
y (nm) from n=84: 6.686 7.298 7.924 8.462 9.117 9.742 10.340
One-line slope, dense noise-free: 0.08101 nm/cycle
One-line slope, this data set: 0.08082 nm/cycle
Noisy sets (error 0.3 nm) with b at a reading: 40 of 200
Left line: 0.9870 nm + 0.04011 nm/cycle * n, 8 readings
Right line: -1.7159 nm + 0.10030 nm/cycle * n, 13 readings
Mean cycle left 21.0, right 84.0 cycles
Sum of squares left 1512, right 6552 cycles^2
Breakpoint b: 44.907 cycles; h at b: 0.8132
S_min 0.020330 nm^2; residual s 0.0346 nm
Std errors, b free: g1 0.000889, g2 0.000427 nm/cycle
Std errors, b fixed: g1 0.000651, g2 0.000361 nm/cycle
Std error of b: 0.518 cycles
Profile curvature S'': 0.008910 nm^2/cycle^2
Path slopes: dg1/db 0.001170, dg2/db 0.000442 nm/cycle^2
Correlation b,g1: 0.682; b,g2: 0.536
Correlation g1,g2: b free 0.000, b fixed -0.591
Profile: b (cycles), S (nm^2), g1, g2 (nm/cycle)
  43  0.037242  0.03797  0.09938
  44  0.024070  0.03907  0.09988
  45  0.020369  0.04022  0.10034
  46  0.025514  0.04142  0.10076
  47  0.038836  0.04264  0.10113
Student factor 2.110; allowed rise of S 0.005323 nm^2
95% profile interval of b: 43.827 to 46.015 cycles
95% half-width of g2: 0.00090 nm/cycle
6-cycle readings, error 0.03 nm, 20000 repeats:
  sd of b 0.454, predicted 0.451 cycles
  corr b,g1 0.678 (predicted 0.684)
  corr b,g2 0.534 (predicted 0.534)
  corr g1,g2: b free -0.006, b fixed -0.593
  coverage of 95% interval: 94.8 %
1-cycle readings, error 0.1 nm, 4000 repeats:
  sd of b 0.643, predicted 0.620 cycles
  corr b,g1 0.695 (predicted 0.671)
  corr b,g2 0.537 (predicted 0.544)
  corr g1,g2: b free 0.019, b fixed -0.583
  coverage of 95% interval: 94.8 %
Smooth transient, decay 20 cycles, noise-free:
  b 27.64 cycles, g1 0.06536, g2 0.09760 nm/cycle
  one line 0.09282, line from n=60 0.09914 nm/cycle
Accumulated errors, 0.03 nm per step, fits with b < 60:
  sd of g2 0.00155, median quoted 0.00033 nm/cycle
tests ok
```
